Counting L-edge final states against single electron-hole pairs

**Problem**

A free ion has the configuration 2p⁶ 3dⁿ. Absorption at its L edge lifts one 2p electron into the 3d shell, which gives 2p⁵ 3dⁿ⁺¹. A Bethe-Salpeter calculation with a static kernel describes the final state as a superposition of single electron-hole pairs made from one reference determinant.

(a) How many states does 2p⁵ 3dⁿ⁺¹ have, and how many pairs does one determinant supply? For which n do the numbers agree?

(b) Take a high-spin d⁵ ion whose spin is fully aligned along z. How many absorption lines can each description give with light polarised along z?

(c) The dipole operator moves one electron, so the state it creates is itself a sum of single pairs. Why, then, is the pair space not sufficient? Which interaction is responsible?

(d) What does the pair description still get right?

**Conventions**

A spin-orbital is labelled by its orbital projection m and spin projection s = ±1/2, both in units of ħ. There are 6 of them in 2p and 10 in 3d. C(a,b) is the number of ways to choose b objects from a.

The model keeps the configuration fixed. It contains the Coulomb repulsion within 3d, the Coulomb interaction between 2p and 3d, and the 2p spin-orbit coupling ζ2p Σ l·s. The 3d spin-orbit coupling is neglected unless stated. Energies are measured from the average of 2p⁵ 3d⁶. The spherical (monopole) parts of the repulsion shift all states of this configuration equally and therefore drop out.

**Solution of (a): the two counts**

A final state has one empty 2p spin-orbital, chosen in 6 ways, and n+1 occupied 3d spin-orbitals. Hence

N_full = 6 C(10,n+1).

For the pairs, start from one determinant with n occupied d spin-orbitals. The hole can be made in 6 ways and the electron can enter any of the 10−n empty places:

N_pair = 6 (10−n).

The other d electrons stay where they were, and this restriction makes the second number smaller. The ratio is

N_full/N_pair = C(10,n+1)/(10−n)
= 10!/[(n+1)! (9−n)! (10−n)]
= 10!/[(n+1)! (10−n)!].

The last step used (10−n)(9−n)! = (10−n)!. Since (n+1)+(10−n) = 11, multiplying and dividing by 11 gives a binomial coefficient:

N_full/N_pair = C(11,n+1)/11.

Replacing n by 9−n exchanges n+1 and 10−n, so the ratio is unchanged. It equals 1 when C(11,n+1) = 11, that is, for n+1 = 1 or n+1 = 10. Between these ends the coefficient is larger.

| Initial shell | Final states | Pairs | Ratio |
|---|---:|---:|---:|
| d⁰ | 60 | 60 | 1 |
| d¹ | 270 | 54 | 5 |
| d⁴ | 1512 | 36 | 42 |
| d⁵ | 1260 | 30 | 42 |
| d⁸ | 60 | 12 | 5 |
| d⁹ | 6 | 6 | 1 |

For d⁵ the arithmetic is 6 × 210 = 1260 against 6 × 5 = 30. The numbers agree for d⁰ and d⁹. The d⁹ shell is open, yet its final d shell is full and only the core hole is left to choose. An open shell by itself is therefore not enough to make the pair space incomplete. For d⁸ the final shell has one d hole, which could sit in any of 10 places. One reference determinant has two d holes, and filling either leaves the other, so only 2 of the 10 places are reached.

**Solution of (b): from states to lines**

*The reference.* High-spin d⁵ has one spin-up electron in each of the five d orbitals. No other d⁵ determinant has total spin projection 5/2. Without 3d spin-orbit coupling the Hamiltonian conserves this projection while the 2p shell is full, so the determinant is an exact eigenstate of the model. Its orbital angular momentum is zero, and it is the M = 5/2 member of the sextet ⁶S, with J = 5/2. Diagonalising all 252 states of d⁵ with the parameters given below confirms that this sextet is lowest. The one-determinant description thus starts from a correct ground state, and any failure must arise in the final state.

*Lines in the full configuration.* A level with angular momentum J has one state for each M from −J to J. If D(M) is the number of determinants with total projection M, the levels with J ≥ M number D(M). The number with a given J is therefore

N(J) = D(M=J) − D(M=J+1).

Adding up m+s for each of the 1260 determinants and counting gives

N(3/2) = 35, N(5/2) = 39, N(7/2) = 36.

Diagonalising J² gives the same level numbers.

The dipole operator is a vector, so it connects J = 5/2 to 3/2, 5/2 and 7/2. Polarisation along z leaves M = 5/2 unchanged. A level with J = 3/2 has no such state, so the selection rules allow

39 + 36 = 75 lines.

This count belongs to the aligned ion. The sextet members with M = ±3/2 and ±1/2 can also reach the 35 levels with J = 3/2, so a sample of randomly oriented ions can show 110 lines.

*Lines in the pair description.* Let the removed electron have projections m_h, s_h and let the added one enter orbital m_a. All five spin-up places are taken, so the added electron has spin down. The five spin-up electrons have total orbital projection zero and spin projection 5/2. Removing an electron from the closed core leaves −m_h−s_h. Thus

M = 5/2 + m_a − 1/2 − m_h − s_h = 2 + m_a − m_h − s_h.

The condition M = 5/2 has these solutions:

s_h = −1/2: m_a = m_h, 3 pairs,
s_h = +1/2: m_a = m_h + 1, 3 pairs.

There are 6 pairs, hence at most 6 lines. A different static kernel changes the entries of this 6 × 6 matrix but not its size, as long as symmetry about z is kept. If that symmetry is broken, the limit is 30. Including the antiresonant half of the Bethe-Salpeter equation doubles the matrix, but for a stable reference it pairs each positive energy with a negative one and adds no positive energies.

*All members of the sextet.* One might make pairs from all six ⁶S states instead of one. Adding a d electron to spin 5/2 could give spin 2 or 3, but six electrons in five orbitals have spin at most 2. The d⁶ part is then always ⁵D, with 5 × 5 = 25 states. With 6 core holes this makes 150 states, still far from 1260. Coupling ⁵D to the core ²P gives the terms ⁶P, ⁶D, ⁶F, ⁴P, ⁴D and ⁴F. All six contain J = 5/2, and all except ⁴P contain J = 7/2. This larger space is closed under rotations, so for the aligned ion, with M = 5/2, it allows at most 6+5 = 11 lines, against 75.

**Solution of (c): what leads out of the pair space**

Counting alone does not prove that anything is missing. If the Hamiltonian never led out of the 30 pairs, the other 1230 states would remain dark and the pair description would be exact within the model.

Let P project on the pairs and let Q = 1−P. Six d electrons with spin projection 2 must be five up and one down. There are five such determinants, and with the 6 core holes they give exactly the 30 pairs. So the pair space consists of all final states whose d shell has

M_S(d) = 2.

An interaction leads out of it only if it changes the spin projection of the d shell. The terms can now be examined one by one.

1. The d-d repulsion conserves the spin of the d shell. It stays inside.

2. In the direct 2p-3d interaction each electron remains in its shell and keeps its spin. It stays inside.

3. The 2p spin-orbit coupling acts on the core alone. It stays inside.

4. In the 2p-3d exchange interaction, a core electron of spin s moves into the d shell while a d electron of spin s′ moves into the core. If s and s′ differ, M_S(d) changes. This term can lead out.

A spin-independent field acting on the d orbitals, such as a crystal field, also stays inside, provided the high-spin state remains the ground state. Neglected 3d spin-orbit coupling would lead out, because it can turn the spin of a d electron.

*Why exchange needs help.* Let |D⟩ be the normalised state created by z-polarised light. The dipole operator conserves spin, so the added spin-down electron came from a spin-down core state. The remaining core has spin projection +1/2, and the total is 2+1/2 = 5/2. Exchange conserves this total. To leave the pair space it must lower M_S(d) from its maximum, 2, to 1, and so raise the core projection by 1. The core is already at its maximum. Therefore

QH|D⟩ = 0.

The 2p spin-orbit coupling can first turn the core spin to −1/2. Exchange can then turn it back while lowering the spin projection of the d shell:

M_S(core), M_S(d): (+1/2, 2) → (−1/2, 2) → (+1/2, 1).

The first arrow is spin-orbit coupling and the second is exchange. The new d⁶ states are partly the M_S = 1 member of the same ⁵D term and partly triplets, which no single pair made from the sextet contains. In the numerical case below, of the squared length 116.3 eV⁴ that escapes at this step, 47.4 belongs to ⁵D and 68.9 to triplets. Further action of the Hamiltonian spreads the strength over the multiplet.

*Two limiting cases.* Without 2p spin-orbit coupling, total L and S are conserved. The dipole operator takes ⁶S to ⁶P. A total spin of 5/2 requires d⁶ spin 2, hence ⁵D, and ⁵D coupled to ²P contains one ⁶P. Both descriptions give one line, in spite of 1260 against 30.

Without exchange, nothing couples the d spin to the rest. The vector K, the sum of the orbital momenta of both shells and the core spin, is then conserved. The state |D⟩ has L = 1 and core spin 1/2, so K is 1/2 or 3/2. The pair space has L = 1, 2, 3 combined with core spin 1/2. For the given projection it contains one state with K = 1/2, from L = 1, and two with K = 3/2, from L = 1 and L = 2. Both descriptions give the same three lines. In this model the failure for d⁵ thus needs exchange and 2p spin-orbit coupling together.

**Solution of (d): moments of the spectrum**

If line i has energy E_i and fraction w_i of the strength, the k-th moment of the full spectrum is

μ_k = Σ w_i E_i^k = ⟨D|H^k|D⟩.

The pair description replaces H by PHP. Both |D⟩ and H|D⟩ lie in the pair space, so PHP|D⟩ = H|D⟩. Write |F⟩ = H|D⟩. Then

μ₀ = ⟨D|D⟩, μ₁ = ⟨D|F⟩, μ₂ = ⟨F|F⟩, μ₃ = ⟨F|H|F⟩.

In the last expression H stands between two pair states, so it may be replaced by PHP. The moments μ₀ to μ₃ therefore agree. The next one, μ₄, is the squared length of H|F⟩, which has a part inside and a part outside:

μ₄ = ||PH|F⟩||² + ||QH|F⟩||².

The pair description keeps the first part. Its fourth moment is too small by

Δμ₄ = ||QHPH|D⟩||².

The same difference applies to moments about the mean, because the lower moments agree. Thus the centre, the width and the third moment are right within this model, while the division into lines is not. These equalities compare the same H with and without the restriction to pairs. They do not say that an approximate screened kernel would have the correct moments.

**A numerical case**

Take round model parameters in eV. The Slater integrals, which set the strengths of the multipole parts of the Coulomb interaction, are F²dd = 10, F⁴dd = 6 and F²pd = 6 for the direct terms and G¹pd = 4.5 and G³pd = 2.5 for exchange. The core coupling is ζ2p = 7. The full and the pair calculation use the same interactions, so their difference is due to the restricted space.

*Closure.* Measure the leakage of an interaction O by the root of the sum of squares of all elements of QOP. It vanishes for the three interactions found above to stay inside, and is 10.7 eV for exchange. For 3d spin-orbit coupling with ζ3d = 0.05 eV it can be found by hand. The part that turns a d spin down is (ζ3d/2) l₊s₋, and the squares of the l₊ elements for m = −2, −1, 0, 1 are 4, 6, 6, 4, with sum 20. Over the five positions of the spin-down electron this gives 5 × 20 = 100. A transition into the place already held by the spin-down electron is blocked. For that electron at m = −2, −1, 0, 1, 2 this removes 0, 4, 6, 6, 4, which is 20 in total and leaves 80. With 6 core holes,

leakage = √(6 × 80 × ζ3d²/4) = √120 × 0.05 eV = 0.55 eV,

as the numerical output also shows.

*Lines.* The full calculation gives 75 lines with nonzero strength above the numerical threshold, so every allowed level is reached. Of these, 38 carry more than 0.1 % of the total strength each. The pair calculation gives 6:

| Energy (eV) | Strength (%) |
|---:|---:|
| −8.94 | 3.9 |
| −7.87 | 34.5 |
| −7.21 | 22.8 |
| −5.72 | 12.8 |
| 2.83 | 10.2 |
| 4.37 | 15.9 |

The four lower lines form the L₃ group and the two upper ones the L₂ group. For an isolated core hole the two levels lie at −ζ2p/2 and +ζ2p, a distance of 10.5 eV. The coarse division is thus present in the pair spectrum. In the full spectrum the strongest line, at −8.09 eV, has 26.6 % of the strength, and the eight strongest together have 75.5 %. The remaining quarter is spread over 67 lines. Lifetime broadening would merge many of them, so the number of lines is not a number of visible peaks.

*Moments.* The mean of the pair spectrum is the sum of energy times strength fraction:

−0.349 − 2.712 − 1.640 − 0.733 + 0.287 + 0.695 = −4.45 eV.

The full spectrum has the same mean, and both have an RMS width of 4.95 eV. This width is ζ2p/√2 and does not depend on the Slater integrals, because |D⟩ is the single ⁶P eigenstate of the Coulomb terms and only the core spin-orbit coupling spreads it. The agreement of the second and third moments relies on neglecting 3d spin-orbit coupling: with ζ3d = 0.05 eV in the final state they differ by 0.009 eV² and 0.45 eV³. The fourth moments about the mean differ:

1442.2 − 1325.9 = 116.3 eV⁴.

This equals the separately calculated Δμ₄ and is 8 % of the full value. A modest difference in this moment goes with a large difference in the number of lines.

*Pair content.* Expand |D⟩ in the full eigenstates |i⟩ with weights w_i. If the excited ion evolves without core decay, interference terms between different energies average to zero over a long time. The mean probability of finding it among the pairs is then

Σ w_i ⟨i|P|i⟩ = 37.5 %.

The ion is in the pair space with certainty just after absorption, but without decay it spends on average more than half of its later evolution outside. Of the 62.5 % outside, 29.0 % is still ⁵D with a lower spin projection, 30.5 % is triplet and 3.0 % is singlet d⁶. Core decay cuts the averaging short: weighted by exp(−Γt/ħ), the pair content is 45 % for Γ = 0.2 eV and 57 % for Γ = 0.5 eV.

**What a frequency-dependent kernel changes**

Split an eigenstate into x inside and y outside the pair space. The eigenvalue equation becomes

E x = PHP x + PHQ y,
E y = QHP x + QHQ y.

When E is not an eigenvalue of QHQ, the second line gives y = (E−QHQ)⁻¹ QHP x. Inserting it in the first gives

E x = [PHP + PHQ (E−QHQ)⁻¹ QHP] x.

This equation is written in the pair space, but its matrix depends on E and can have more solutions than its dimension. The limits of 6 and 30 therefore apply to a static kernel. A kernel with the right energy dependence could recover the missing lines, because it carries the states outside the pair space in its poles.

The model omits hybridisation with neighbouring atoms, charge transfer and screening beyond what the chosen parameters may represent. These would alter the energies and strengths. Charge transfer would also add configurations to the full count. Through hybridisation the pair count grows only if the neighbours supply empty orbitals, because filled ones offer no place for the excited core electron.

Computed values

```
n, final states, pairs from one determinant, ratio:
  d0     60   60  1
  d1    270   54  5
  d2    720   48  15
  d3   1260   42  30
  d4   1512   36  42
  d5   1260   30  42
  d6    720   24  30
  d7    270   18  15
  d8     60   12  5
  d9      6    6  1
Model (eV): F2dd 10.0, F4dd 6.0, F2pd 6.0, G1pd 4.5, G3pd 2.5, zeta2p 7.0
d5 initial states: 252  ground degeneracy: 6
2p5 3d6 states: 1260  pairs: 30
States spanned by pairs from all six 6S members: 150
J levels of 2p5 3d6 in total: 180
Levels with J = 3/2, 5/2, 7/2: 35 39 36
Levels allowed for z light from M = 5/2: 75
States with M = 5/2, all and pairs: 124 6
Leakage norm ||QOP|| out of the pair space (eV):
  d-d repulsion: 0.0000
  p-d direct: 0.0000
  2p spin-orbit: 0.0000
  random orbital field on d: 0.0000
  p-d exchange: 10.6726
  3d spin-orbit, zeta 0.05 eV: 0.5477
Lines with strength above 1e-12, full and pair: 75 6
Lines with strength above 0.1 %, full and pair: 38 6
Lines without p-d exchange, full and pair: 3 3
Lines without 2p spin-orbit, full and pair: 1 1
Pair lines: energy (eV), share of strength (%):
    -8.938    3.903
    -7.868   34.467
    -7.206   22.764
    -5.718   12.824
     2.830   10.159
     4.374   15.882
Eight strongest full lines: energy (eV), share of strength (%):
    -8.524    7.558
    -8.086   26.617
    -7.612    7.667
    -6.711    6.093
    -6.469    8.776
     2.578    6.419
     4.585    6.882
     4.859    5.474
Mean energy, full and pair (eV): -4.4524 -4.4524
RMS width, full and pair (eV): 4.9497 4.9497
Third central moment, full and pair (eV^3): 126.175 126.175
Fourth central moment, full and pair (eV^4): 1442.213 1325.888
Predicted fourth-moment difference (eV^4): 116.326
Strength-weighted pair content of full states (%): 37.50
Largest J^2 variance of a pair eigenstate (hbar^4): 64.019
```
